# Linear magnetoresistance and its crossover field in the Parish-Littlewood network, part 2

A square lattice of conducting disks, each wired to its neighbours at four terminals of arc half-angle $\delta=30^\circ$, models magnetoresistance (MR) in a field $B$ along $\hat z$. We ask how its resistance grows with $B$, and from what field. A disk with sheet resistance $s$ and signed mobility $\mu$ obeys $\mathbf E=s\,\mathbf j+h\,\hat z\times\mathbf j$, $h=s\mu B$. The stream function $\psi$, with $\mathbf j=(\partial_y\psi,-\partial_x\psi)$, has one value per void between disks. Lengths are in lattice spacings. Each disk has currents $j_x,j_y$ and a quadrupole $Q=\tfrac12(\psi_{NW}+\psi_{SE}-\psi_{SW}-\psi_{NE})$. With terminal voltages $ZI$ and test currents primed,

$$I'\cdot ZI=2as\,(j'_xj_x+j'_yj_y)+4qs\,Q'Q+h\,(j'_yj_x-j'_xj_y).\tag{1}$$

Here $a=0.6784$, $q=0.4410$ and $\rho\equiv2as$.

From here $s$ is uniform and $\mu$ is Gaussian, with mean $\langle\mu\rangle$ and standard deviation $\Delta\mu$; $\Delta h=s\,\Delta\mu\,|B|$. The bulk is an $N\times N$ torus, with $\langle\rho_{xx}\rangle=\rho F(x)$, $x=\Delta\mu|B|/2a$ and $\langle\rho_{yx}\rangle=\langle h\rangle$. Adding a constant to every $h$ leaves its $\rho_{xx}$ unchanged.

Unit mean current along $x$ acquires a periodic part $\varphi$:

$$(L+BK)\varphi=-Bb.\tag{4}$$

The first two terms of (1) define $L$. For void $f$ and neighbour $n$,

$$B K_{fn}=\tfrac12\,(h_{\rm right}-h_{\rm left}),\tag{3}$$

seen looking from $f$ to $n$. $Bb_f$ is half the sum of $h$ on the two disks east of $f$ minus half that on the two west. Then

$$\rho_{xx}=\rho+B^2\sum_\alpha\frac{w_\alpha}{1+B^2\lambda_\alpha^2},\qquad w_\alpha=\frac{(u_\alpha\cdot\beta)^2}{N^2}.\tag{5}$$

Here $\beta=L^{-1/2}b$, and $-S^2$, with $S=L^{-1/2}KL^{-1/2}$, has eigenvalues $\lambda_\alpha^2$ and eigenvectors $u_\alpha$. A null vector of $K$ overlapping $b$ gives $B^2$ growth; otherwise a finite network saturates. A smooth even weight density $w(\lambda)$, finite at zero, gives

$$\rho_{xx}\simeq\pi\,w(0)\,|B| .\tag{6}$$

Between electrodes, with $N$ rows and $M$ columns, (5) holds with $\rho_{xx}\to R$, $\rho\to R_0=\rho M/N$; $\varphi=0$ on the insulating edges, and (3) takes $h=0$ on the metal side.

The closing list of calculated quantities includes earlier checks, some with random $s$.

## The mean mobility acts at the electrodes

For uniform $h$ between electrodes, (3) vanishes on every bond flanked by two disks. It survives on the vertical bonds along the electrodes, where $BK$ is a chain on voids $k=1,\dots,N-1$ acting as $\pm\tfrac{h}{2}(v_{k+1}-v_{k-1})$ with $v_0=v_N=0$. The source is $\pm h$ on every chain void and zero inside. A null vector on the chain needs $v_{k+1}=v_{k-1}$. The condition $v_0=0$ kills the even sites. For odd $N$, $v_N=0$ kills the odd sites too, and $R$ saturates. For even $N$ the pattern $(1,0,1,\dots,1)$ survives and overlaps the uniform source, so $R\propto B^2$. The computed exponents $d\ln R/d\ln B$ near $\mu B=10^3$ are 2.00 for $4\times4$ and 0.00 for $5\times5$. The chain has eigenvalues $ih\cos(\pi n/N)$, spaced by about $\pi h/N$ near zero, where the eigenvectors vary on the lattice scale and $L$ is of order $\rho$. As an order-of-magnitude estimate, parity therefore matters once $h/\rho$ is comparable with $N$.

Below that field a large square behaves as a continuum, since $Q$ is a second difference and is small for slowly varying $\psi$. There $\mathbf E$ is $\mathbf j$ turned by $\theta$, $\tan\theta=h/\rho$, and scaled by $\sqrt{\rho^2+h^2}$. The function $\psi$ is harmonic and constant on the insulating sides, and its gradient meets the electrodes at a fixed angle because $\mathbf E$ is normal to them. A conformal map preserves all of this. It also preserves the current, which is a difference of $\psi$, and the voltage, which along an insulating side, where $\psi$ is constant, is $\rho$ times a difference of the harmonic conjugate of $\psi$. Map the square to the unit disk with corners at $\pm1,\pm i$, the lower right corner at $1$, which its fourfold symmetry allows, and then apply the Schwarz-Christoffel map $f'(w)=(1-w^2)^{\alpha-1}(1+w^2)^{-\alpha}$ with $\alpha\pi=\pi/2-\theta$. The image is a parallelogram with angles $\pi/2\mp\theta$. Because $f(\bar w)=\overline{f(w)}$, the arcs from $1$ to $i$ and from $1$ to $-i$ have mirror images, so adjacent sides have the same length $\ell$. In this rhombus a uniform $\mathbf j$ along the insulating sides has $\mathbf E$ normal to the electrodes and solves the problem. Both pairs of sides are $\ell\cos\theta$ apart, so $I=j\ell\cos\theta$, $V=|\mathbf E|\,\ell\cos\theta$, and

$$R=\sqrt{\rho^2+h^2}.\tag{7}$$

A $60\times60$ network gives $R/R_0=1.4139$ at $h/\rho=1$ and $4.1226$ at $h/\rho=4$, against $1.4142$ and $4.1231$. At high field $R\to|h|$: the two-terminal voltage is the Hall voltage, and the change of regime is at $h=\rho$, that is $B=2a/\mu$.

This is a contact effect. Away from an electrode the correction to the stream function of uniform flow vanishes on both insulating sides and decays as $\sin(\pi y/N)\,e^{-\pi x'/N}$, with $x'$ the distance from the electrode, so in a long bar each added square contributes $\rho$ up to exponentially small terms. For $N=20$, $h/\rho=4$ and $M=20,40,60$ the values $R/\rho=4.1191,\ 5.1975,\ 6.2008$ have a last increment of $1.003$. The excess over $R_0$ settles near $3.2\rho$, and the magnetoresistance falls as $3.12,\ 1.60,\ 1.07$, tending to a law $\propto N/M$.

## The spread acts in the bulk

At low field the magnetoresistance $\rho_{xx}-\rho$ in (5) reduces to $B^2b^TL^{-1}b/N^2$, and $L$ is diagonal in Fourier space. For $\varphi=e^{i\mathbf k\cdot\mathbf r}$, with $S_x=\sin^2(k_x/2)$ and $C_x=\cos^2(k_x/2)$, one has $j_y\propto\tfrac12(1+e^{ik_y})(1-e^{ik_x})$, so $|j_y|^2=4S_xC_y$; likewise $|j_x|^2=4S_yC_x$ and $|Q|^2=\tfrac14|e^{ik_x}-1|^2|e^{ik_y}-1|^2=4S_xS_y$. From (1), using $16qs=4\rho\,(2q/a)$,

$$L(\mathbf k)=4\rho\,[\,S_xC_y+S_yC_x+(2q/a)S_xS_y\,],\qquad |Bb_{\mathbf k}|^2=4S_xC_y\,|h_{\mathbf k}|^2 .$$

Independent disks have $\langle|h_{\mathbf k}|^2\rangle=N^2\Delta h^2$ for $\mathbf k\ne0$, and Parseval's relation supplies $N^{-2}\sum_{\mathbf k}$. To leading order in $x=\Delta h/\rho$,

$$F=1+g\,x^2,\qquad g=\left\langle\frac{S_xC_y}{S_xC_y+S_yC_x+(2q/a)S_xS_y}\right\rangle_{\rm BZ}.$$

Symmetrising in $x\leftrightarrow y$ shows $g<\tfrac12$, with $\tfrac12$ reached as $q\to0$: the quadrupole resistance hinders short-wavelength detours. Here $g=0.347$. A single impurity of strength $\epsilon$ has $|h_{\mathbf k}|^2=\epsilon^2$ and shifts $\rho_{xx}$ by $g_N\epsilon^2/\rho N^2$, with $g_N$ the finite-lattice sum; on $8\times8$ the nodal result is $0.33923$ against $0.33924$. Ten random $40\times40$ tori give $(F-1)/x^2=0.345$ at $x=0.1$.

At high field no proof is given here that $w(0)$ is finite, and the evidence is numerical. In the scaled form $F=1+x^2\sum w/(1+x^2\lambda^2)$, eight $24\times24$ tori have weight $0.0369$ in $|\lambda|<0.1$ and $0.0737$ in $|\lambda|<0.2$. The ratio of 2.0 is that of a flat density, and (6) predicts the slope $\pi\times0.0737/0.4=0.58$. Directly, $F=5.16,\ 7.48,\ 9.83,\ 14.6$ at $x=8,12,16,24$, with statistical errors rising from $0.05$ to $0.23$, and a straight-line fit has slope $c=0.59$, with a statistical uncertainty of order $0.01$. The exponent of $F-1$ over this range is $1.08$. A straight line accounts for a value above one, because its intercept, close to $5.16-0.589\times8=0.45$, is below 1. The interval slopes creep up, from $0.580$ to $0.594$, and these data do not decide whether the drift is real.

The window closes at large $x$. The entries (3) around a void telescope to zero and connect the two sublattices, so on an even torus the indicator of each sublattice is a null vector of $K$. Neither overlaps $b$, because a disk contributes $+h/2$ at SW and NW and $-h/2$ at SE and NE, one of each sign on each sublattice. Barring further null vectors the torus saturates, and a $12\times12$ sample does so, at $F\approx1.8\times10^3$ for both $x=10^6$ and $2\times10^6$; this level belongs to that one sample and should not be read as typical.

## The crossover field

A square much larger than the lattice spacing can be treated as a uniform medium with $\rho_{xx}=\rho F$ and $\rho_{yx}=\langle h\rangle$. This coarse-graining neglects sample fluctuations and the layers next to the edges; it is an approximation, checked below. Equation (7) gives

$$\frac{R}{R_0}=\sqrt{F\!\left(\frac{\Delta\mu B}{2a}\right)^2+\left(\frac{\langle\mu\rangle B}{2a}\right)^2}.\tag{8}$$

At low field $R/R_0-1=(g\,\Delta\mu^2+\tfrac12\langle\mu\rangle^2)(B/2a)^2$, and within the linear window the slope tends to $\sqrt{\langle\mu\rangle^2+c^2\Delta\mu^2}/2a$. Define $B_\times$ by $R=\sqrt2R_0$, the point $h=\rho$ of (7). For small spread $F^2\approx1+2gx^2$, and for zero mean $F(x^*)=\sqrt2$, so

$$B_\times\approx\frac{2a}{\sqrt{\langle\mu\rangle^2+2g\,\Delta\mu^2}}\to\frac{2a}{|\langle\mu\rangle|},\qquad B_\times\to\frac{2a\,x^*}{\Delta\mu}.$$

Interpolating the computed $(F-1)/x^2$ linearly between $0.2678$ at $x=1$ and $0.5045/2.25=0.2242$ at $x=1.5$ gives $0.2406$ at $x=1.312$, and $1+0.2406\times1.312^2=1.414$, so $x^*\approx1.31$. Since $(F-1)/x^2$ is convex here, linear interpolation puts $F$ slightly high and $x^*$ about 0.3% low, which is comparable with its statistical error. The two limiting fields are equal at $\Delta\mu=1.31\,|\langle\mu\rangle|$. They belong to two mechanisms that add in quadrature, Hall mismatch with the metal and Hall mismatch between disks, and the one with the lower field controls $B_\times$. In a bulk measurement the mean term is absent and the spread controls $B_\times$ even when $\Delta\mu<|\langle\mu\rangle|$. In a bar the mean term falls only as $N/M$ while still growing like $|\langle h\rangle|$, so the spread takes over only when $M/N$ is several times $|\langle\mu\rangle|/\Delta\mu$. For $\Delta\mu=\langle\mu\rangle/4$ the spread alone would put $B_\times$ at $\langle h\rangle/\rho\approx5.2$, whereas the uniform bar with $M/N=3$ above already has a magnetoresistance of $1.07$ at $h/\rho=4$, so there the mean still sets the crossover. The prefactors $2a$ and $x^*$ depend on $\delta$, on the Gaussian distribution and on the $\sqrt2$ criterion.

## A worked example

Take round parameters, chosen to test the formulas and not to describe a particular material: $s=10\ \Omega$ and a $32\times32$ network, so $R_0=1.3569\times10=13.57\ \Omega$. Two limits should be kept in mind. With one kind of carrier, equal $s$ means a sheet density $1/(es|\mu|)$, which diverges as $\mu\to0$, so a Gaussian $\mu$ that reaches zero is an idealised form of disorder. The local law is also classical: it needs many occupied Landau levels and thermally smeared oscillations, $2\pi^2k_BT\gg\hbar\omega_c$. For an effective mass of $0.1$ electron masses, $\hbar\omega_c/k_B$ is about 270 K at 20 T, so $T$ must be well above 14 K. The limiting fields for a mobility scale of $0.5\ \mathrm{m^2/Vs}$ are $1.3569/0.5=2.71$ T and $1.3569\times1.312/0.5=3.56$ T. The direct values come from nodal analysis averaged over eight samples (one for zero spread), and MR is $R/R_0-1$; mobilities are in $\mathrm{m^2/Vs}$ and values from (8) are in brackets.

| $\langle\mu\rangle,\ \Delta\mu$ | $B_\times$ (T) | MR at 20 T |
|---|---|---|
| 0.5, 0 | 2.72 (2.71) | 6.44 (6.44) |
| 0.5, 0.125 | 2.67 (2.66) | 6.55 (6.56) |
| 0.5, 0.5 | 2.15 (2.13) | 7.63 (7.80) |
| 0.125, 0.5 | 3.42 (3.37) | 4.10 (4.14) |
| 0, 0.5 | 3.62 (3.56) | 3.79 (3.80) |

In the second row the small-spread formula gives $1.3569/\sqrt{0.25+2\times0.347\times0.0156}=1.3569/0.5107=2.66$ T, so a spread of a quarter of the mean lowers $B_\times$ by 2% of $2a/\langle\mu\rangle$. In the third row, at $B=2.125$ T both arguments equal $0.5\times2.125/1.3569=0.783$. Interpolating $(F-1)/x^2$ between $0.318$ at $x=0.5$ and $0.268$ at $x=1$ gives $0.290$, so $F=1+0.290\times0.613=1.178$ and $1.178^2+0.613=2.00$. In the fourth row the mean alone would give $1.3569/0.125=10.9$ T, while the direct value lies 4% below the spread-only $3.56$ T. At 20 T and $\Delta\mu=0.5$, $x=7.37$ and $F=4.012+(1.37/2)(5.164-4.012)=4.80$. This gives MR $=3.80$ for zero mean, and $\sqrt{4.80^2+7.37^2}-1=7.80$ in the third row.

The direct $B_\times$ exceeds the value from (8) in all five cases, by at most 1.6% of the latter, and the direct MR falls short by at most 2.4% at 10 T and 20 T. The four rows with a spread reuse the same eight disorder patterns, so the common sign is not independent evidence of a systematic error. The linear interpolation of $F$ accounts for about 0.3% of $B_\times$ in the last two rows. The edge layers omitted in (8) could also contribute, but this is not tested. The slopes between 10 T and 20 T, for example $0.362$ per tesla against the asymptote $0.368$ in the first row and $0.212$ against $0.217$ in the last, are 1 to 3% below the asymptote. In the first row (7) accounts for this, since $(6.437-2.818)/10=0.362$. The numerical check that follows asserts agreement with (8) within 10% for $B_\times$ and 15% for $R$, and the observed agreement is well inside those limits.

## Calculated quantities

```
delta = 30 deg: a = 0.6784, q = 0.4410, 2a = 1.3569
element vs finite elements at mu B = 1.5: max error 2.4e-05 (units of s)
12x12 shift h->h+5: torus rho_xx 2.80030 -> 2.80030, 2-terminal R 2.829 -> 6.759 (s)
ln s spread 0.5, 16x16 torus: MR uniform h=14: 2e-16; uniform mu B=14: 2.254
columns h=+-4: rho_xx = 13.1486, rho_yy = 1.3569 (s)
12x12 random torus saturates: F(1e6) = 1848.33, F(2e6) = 1848.33
uniform 4x4: dlnR/dlnB at mu B ~ 1e3 = 2.0000
uniform 5x5: dlnR/dlnB at mu B ~ 1e3 = 0.0000
uniform 60x60, h/rho = 0.5: R/R0 = 1.1179, sqrt(1+(h/rho)^2) = 1.1180
uniform 60x60, h/rho = 1.0: R/R0 = 1.4139, sqrt(1+(h/rho)^2) = 1.4142
uniform 60x60, h/rho = 2.0: R/R0 = 2.2356, sqrt(1+(h/rho)^2) = 2.2361
uniform 60x60, h/rho = 4.0: R/R0 = 4.1226, sqrt(1+(h/rho)^2) = 4.1231
bars N=20, M=20,40,60, h/rho=4: R/rho = 4.1191 5.1975 6.2008
  their MR = 3.1191 1.5987 1.0669
g: 8x8 single impurity 0.33923, 8x8 zone sum 0.33924, infinite 0.34693
x =  0.1: F = 1.0034 +- 0.0000
x =  0.5: F = 1.0795 +- 0.0004
x =  1.0: F = 1.2678 +- 0.0014
x =  1.5: F = 1.5045 +- 0.0026
x =  2.0: F = 1.7631 +- 0.0041
x =  3.0: F = 2.3087 +- 0.0084
x =  4.0: F = 2.8706 +- 0.0143
x =  6.0: F = 4.0123 +- 0.0291
x =  8.0: F = 5.1639 +- 0.0465
x = 12.0: F = 7.4843 +- 0.0859
x = 16.0: F = 9.8265 +- 0.1297
x = 24.0: F = 14.5804 +- 0.2289
(F(0.1)-1)/x^2 = 0.3449; slope c (x=8..24) = 0.589; MR exponent = 1.076
24x24 weight |lam|<0.1: 0.0369, <0.2: 0.0737, pi w(0) ~ 0.579
xstar = 1.312
example: s = 10 ohm, 32x32, R0 = 13.569 ohm, 8 samples
2a/mu at 0.5 m^2/Vs = 2.714 T; 2a xstar/dmu at 0.5 m^2/Vs = 3.561 T
mu=0.5, dmu=0 m^2/Vs: Bx direct 2.717 T, formula 2.714 T
  MR 10 T 2.817 (formula 2.818), 20 T 6.436 (formula 6.437)
  slope 10-20 T 0.3620 /T, asymptote 0.3685 /T
mu=0.5, dmu=0.125 m^2/Vs: Bx direct 2.665 T, formula 2.658 T
  MR 10 T 2.878 (formula 2.886), 20 T 6.549 (formula 6.560)
  slope 10-20 T 0.3671 /T, asymptote 0.3725 /T
mu=0.5, dmu=0.5 m^2/Vs: Bx direct 2.150 T, formula 2.125 T
  MR 10 T 3.479 (formula 3.564), 20 T 7.628 (formula 7.796)
  slope 10-20 T 0.4149 /T, asymptote 0.4276 /T
mu=0.125, dmu=0.5 m^2/Vs: Bx direct 3.420 T, formula 3.366 T
  MR 10 T 1.810 (formula 1.847), 20 T 4.096 (formula 4.142)
  slope 10-20 T 0.2286 /T, asymptote 0.2358 /T
mu=0, dmu=0.5 m^2/Vs: Bx direct 3.615 T, formula 3.561 T
  MR 10 T 1.670 (formula 1.694), 20 T 3.794 (formula 3.801)
  slope 10-20 T 0.2124 /T, asymptote 0.2170 /T
```
